The screened empty-core form factor: node and long-wavelength limit

**Choosing the core radius**

A nearly-free-electron band calculation for a simple metal needs one number for each short reciprocal-lattice vector: the Fourier coefficient of the potential that a valence electron feels. In the empty-core model these numbers follow from the valence and density of the metal and one adjustable length, the core radius r_c. The practical decision is how closely r_c must be fixed. The answer depends on where the form factor changes sign, because near that point a small change in r_c can remove the leading-order, two-wave estimate of a band gap, and the gap itself is then set by higher-order couplings. At long wavelengths, by contrast, r_c drops out and the density alone sets the potential.

**The ionic potential and its transform**

Hartree atomic units are used: lengths in bohr, energies in hartree, and electron mass, elementary charge and ħ equal to one. An ion of valence Z acts on a valence electron through

v(r) = 0 for r < r_c,  v(r) = −Z/r for r > r_c. (1)

Outside the core this is the Coulomb attraction. Inside, the attraction is taken to be cancelled by the effect of keeping valence states orthogonal to core states. The complete cancellation is the assumption of the model.

Let N ions at positions R_j fill a volume NΩ. The Fourier coefficient of their summed potential is

(1/NΩ) ∫ Σ_j v(r − R_j) exp(−iq·r) d³r = S(q) v(q), (2)

S(q) = (1/N) Σ_j exp(−iq·R_j),  v(q) = (1/Ω) ∫ v(r) exp(−iq·r) d³r. (3)

The substitution r → r + R_j in each term gives this product. The structure factor S contains the arrangement of the ions, and the form factor v(q) describes one ion.

Since v(r) is spherical, the plane wave may be replaced by its average over angles. With u the cosine of the angle between q and r,

½ ∫₋₁¹ exp(−iqru) du = sin(qr)/(qr). (4)

The volume element supplies 4πr² dr, so

v(q) = (1/Ω) ∫_{r_c}^∞ (−Z/r) 4πr² [sin(qr)/(qr)] dr
  = −(4πZ/(Ωq)) ∫_{r_c}^∞ sin(qr) dr. (5)

The last integral oscillates without settling, because the Coulomb tail is so long. We give the tail a factor exp(−μr) and let μ → 0⁺ at fixed q > 0. Then

∫_{r_c}^∞ exp(−μr) sin(qr) dr = Im { exp[(iq − μ)r_c] / (μ − iq) }
  = exp(−μr_c) [q cos(qr_c) + μ sin(qr_c)] / (q² + μ²). (6)

The second line follows on multiplying numerator and denominator by μ + iq. As μ → 0⁺ the result is cos(qr_c)/q, and (5) becomes

v(q) = −4πZ cos(qr_c) / (Ωq²). (7)

It can also be written as

v(q) = −4πZ/(Ωq²) + 4πZ[1 − cos(qr_c)]/(Ωq²). (8)

The first term is the attraction of a point charge. The second is the repulsive correction for the attraction removed from the core. The two cancel when cos(qr_c) = 0.

**Response of the electron gas**

The valence electrons rearrange and screen the ions. We treat them as an unpolarized free-electron gas at zero temperature, to first order in the potential. Its density is

n = Z/Ω = k_F³/(3π²),  E_F = k_F²/2, (9)

with E_F measured from the bottom of the band.

Let the total effective potential be W exp(iq·r) + W* exp(−iq·r), with q ≠ 0, and let E_k = k²/2. First-order perturbation theory changes the plane wave exp(ik·r) into

exp(ik·r) + W exp[i(k+q)·r]/(E_k − E_{k+q}) + W* exp[i(k−q)·r]/(E_k − E_{k−q}), (10)

apart from normalization. In the squared modulus, exp(iq·r) arises twice: from the conjugate of the first term times the second, and from the conjugate of the third times the first. Both contributions are proportional to W. With f_k = 1 for occupied states and 0 otherwise, and a factor 2 for spin, the density coefficient is δn = χ₀W, where

χ₀(q) = 2 ∫ d³k/(2π)³ f_k [1/(E_k − E_{k+q}) + 1/(E_k − E_{k−q})]. (11)

The occupations need no first-order change, since a potential with q ≠ 0 has zero average in each plane wave. Shifting k to k + q in the second term gives

χ₀(q) = 2 ∫ d³k/(2π)³ (f_k − f_{k+q})/(E_k − E_{k+q}). (12)

The individual denominators in (11) can vanish. To make the shift legitimate, we first exclude a thin region |E_k − E_{k+q}| < η, treat the second term in the corresponding way, and then let η → 0. This is the principal value. In (12) two states that are both occupied contribute nothing, so their near-degeneracy does no harm.

Equation (12) fixes the sign of the response. If just one of the two states is occupied, it is the one of lower energy, and the integrand is negative. Otherwise the integrand is zero. Therefore χ₀ < 0 for every finite q > 0: electrons collect where their potential energy is low.

To evaluate χ₀, replace k by −k in the second term of (11). Because E_k is even, that term equals the first. Let t be the component of k along q, and let p = q/2. Then

E_k − E_{k+q} = −(qt + q²/2) = −q(t + p). (13)

At fixed t, the occupied states fill a disk of area π(k_F² − t²). Hence

χ₀(q) = [4/(8π³)] π (−1/q) J = −J/(2π²q), (14)

J = P∫_{−k_F}^{k_F} (k_F² − t²)/(t + p) dt, (15)

where P denotes the principal value. Writing k_F² − t² = (k_F² − p²) − (t − p)(t + p) separates the integrand:

J = P∫_{−k_F}^{k_F} [(k_F² − p²)/(t + p) − t + p] dt
  = (k_F² − p²) ln|(k_F + p)/(k_F − p)| + 2pk_F. (16)

The term −t integrates to zero by symmetry. Now put x = p/k_F = q/(2k_F), so that q = 2xk_F. Equations (14) and (16) give

χ₀(q) = −(k_F/π²) F(x), (17)

F(x) = ½ + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|. (18)

This is the static Lindhard function. At x = 1 the factor 1 − x² overcomes the logarithm, so F(1) = ½ by continuity. For small x the logarithm is 2x + 2x³/3 + …, and

F(x) = ½ + (1 − x²)(½ + x²/6 + …) = 1 − x²/3 + … (19)

**The screened form factor**

The induced density creates an electrostatic potential energy U for an electron. Electrons repel one another, so Poisson's equation reads ∇²U = −4πδn, or U = 4πδn/q² for one Fourier component. We keep this Hartree term and omit exchange and correlation for now. The structure factor multiplies every term of the linear equations and can be divided out. For the screened form factor w(q),

w = v + (4π/q²) χ₀ w. (20)

The induced density responds to w, not to the bare v, because each electron feels the other electrons as well as the ions. Collecting the terms in w gives

w(q) = v(q)/ε(q),  ε(q) = 1 − (4π/q²)χ₀(q) = 1 + k_TF² F(x)/q², (21)

with k_TF² = 4π(k_F/π²) = 4k_F/π. Here k_TF is the Thomas–Fermi wave number. Inserting (7),

w(q) = −4πZ cos(qr_c) / [Ωq² ε(q)]. (22)

This is the screened Ashcroft empty-core form factor. An equivalent form, useful at small q, is

w(q) = −4πn cos(qr_c) / [q² + k_TF² F(x)]. (23)

**The first node**

Since χ₀ is negative and finite for q > 0, equation (21) gives 1 < ε(q) < ∞. Division by such a function can neither create a zero nor move one. The zeros of w are those of the cosine, and the first is

q₀ = π/(2r_c). (24)

Below q₀ the form factor is negative. Just above it, the form factor is positive. Differentiating (22) at q₀, where the cosine vanishes and the sine is one, leaves one term:

dw/dq at q₀ = 4πZr_c / [Ωq₀² ε(q₀)] > 0. (25)

Screening therefore reduces the slope at the node but leaves its position alone. As r_c → 0 the node moves to infinity, and a point ion has a negative form factor at every finite q > 0.

The position (24) depends on the core being empty. Suppose a weak constant attraction −u, with u > 0, remains for r < r_c. Its transform is

−(4πu/(Ωq)) ∫₀^{r_c} r sin(qr) dr = −(4πu/(Ωq³)) [sin(qr_c) − qr_c cos(qr_c)]. (26)

At q₀ this equals −4πu/(Ωq₀³), which is not zero. The bare potential is then still negative at q₀. Since it rises there, a small u moves the node to a larger q. A node inferred from measured band gaps thus determines r_c through (24) only if the core is assumed to be empty.

**The long-wavelength limit**

As q → 0, the cosine tends to one, F tends to one, and the denominator of (23) tends to k_TF². Therefore

w(q → 0⁺) = −4πn/k_TF² = −4π [k_F³/(3π²)] [π/(4k_F)] = −k_F²/3 = −(2/3)E_F. (27)

The divergence of the bare Coulomb potential has been cancelled by that of ε. The core radius has disappeared, and Z enters through the density alone.

The factor two thirds has a direct meaning. From (20), the induced density per unit structure factor is δn = q²(w − v)/(4π). With w finite and v given by (7), it tends to Z/Ω = n as q → 0. The electrons thus neutralize the ionic charge variation. The density of states per volume, both spins included, is

g(E_F) = dn/dE_F = 3n/(2E_F) = k_F/π², (28)

because n is proportional to E_F^{3/2}. Equations (17) and (19) show that χ₀ → −g(E_F). Neutrality then requires −g(E_F)w = n, so w = −n/g(E_F) = −(2/3)E_F. The limit is the potential depth needed to draw in the neutralizing density. The free-electron density of states turns this depth into two thirds of E_F.

The limit is taken through nonzero q. The coefficient at exactly q = 0 is the average potential of the crystal, which depends on the chosen energy zero. Adding a constant to it shifts all bands equally. Equation (27) does not determine that constant.

The core radius first appears in the next order. Since x²/3 = q²/(12k_F²), the denominator of (23) is

k_TF² [1 + q²/k_TF² − q²/(12k_F²) + …], (29)

and cos(qr_c) = 1 − q²r_c²/2 + …. Dividing the two series and keeping terms up to q² gives

w(q) = −(2/3)E_F [1 − Bq² + …], (30)

B = r_c²/2 + 1/k_TF² − 1/(12k_F²). (31)

**What exchange changes**

A local approximation to exchange or correlation adds a potential fδn, where f is finite and independent of q. Replacing 4π/q² in (20) by 4π/q² + f gives

w(q) = v(q) / {1 − [4π/q² + f]χ₀(q)}. (32)

At small q the term 4π/q² dominates f, so the limit (27) survives. The node also stays in place as long as the denominator is finite and nonzero there. Away from the zeros of the cosine, the form factor changes.

The potential in question must be named, however. In (32), w is the full effective potential. Its electrostatic part is w − fδn, and since δn → n,

(w − fδn) → −(2/3)E_F − fn. (33)

Take as an example the Dirac local exchange potential, v_x = −k_F/π. From (9), dk_F/dn = π²/k_F², so f = dv_x/dn = −π/k_F². The electrostatic part then tends to −(2/3)E_F + k_F/(3π). A form factor from a calculation with exchange should be compared with −(2/3)E_F only if the exchange part is included.

**A trivalent model metal**

Take Z = 3, r_c = 1.1 bohr, and a sphere of radius r_s = 2 bohr as the volume per electron. These are round model parameters, not a fit to a material. The volume per ion and the density are

Ω = 3 × (4π/3) × 2³ = 100.53 bohr³,  n = 3/100.53 = 0.02984 bohr⁻³. (34)

Equation (9) gives k_F = (3π²n)^{1/3} = 0.9596 bohr⁻¹ and E_F = 0.4604 hartree, or 12.53 eV. The screening wave number is k_TF = (4k_F/π)^{1/2} = 1.105 bohr⁻¹. The two main results are

q₀ = π/(2 × 1.1) = 1.428 bohr⁻¹, (35)

w(q → 0⁺) = −(2/3) × 0.4604 = −0.3069 hartree = −8.35 eV. (36)

Evaluating (21) and (22) between and beyond these points gives:

q/k_F | ε(q) | w(q), hartree
0.23 | 25.97 | −0.2877
0.70 | 3.594 | −0.1709
1.30 | 1.663 | −0.0286
2.50 | 1.054 | +0.0542

The sign changes between the last two rows, in accord with q₀/k_F = 1.488. In the first row screening is strong, and w is about 6% smaller in magnitude than its limit. The three terms of (31) are 0.6050, 0.8185 and −0.0905 bohr², so B = 1.333 bohr². For q = 0.23k_F = 0.2207 bohr⁻¹, the expansion (30) gives

w ≈ −0.3069 × (1 − 1.333 × 0.0487) = −0.2870 hartree, (37)

which differs from the value in the table by about 0.3% of that value. With Dirac exchange, (32) gives −0.2914 hartree at the same q. The limit of the full potential remains −0.3069 hartree, while its electrostatic part tends to −0.2051 hartree.

Now place the ions on a face-centred cubic lattice with one ion per primitive cell. The cubic cell holds four ions, so its edge is a = (4Ω)^{1/3} = 7.381 bohr. The two shortest reciprocal-lattice lengths belong to the (111) and (200) vectors:

G₁₁₁ = 2π√3/a = 1.474 bohr⁻¹,  G₂₀₀ = 4π/a = 1.703 bohr⁻¹. (38)

Both lie above the node. For (111), qr_c = 1.622 and the cosine is −0.0510. With 4πn = 0.3750 bohr⁻³, equation (7) gives

v(G₁₁₁) = 0.3750 × 0.0510/1.474² = 0.0088 hartree. (39)

Division by ε = 1.433 gives w(G₁₁₁) = 0.0061 hartree. The same steps for (200) give v = 0.0385 hartree, ε = 1.282 and w(G₂₀₀) = 0.0300 hartree.

The (111) coefficient is small because G₁₁₁ is just 3.3% above q₀. It vanishes when r_c = π/(2G₁₁₁) = 1.065 bohr, about 3% below the chosen radius, and it is negative for slightly smaller radii. On the corresponding zone face, two plane waves of equal energy E are coupled by w(G), since S(G) = 1. Their two-by-two Hamiltonian has energies E ± |w(G)|, so the leading-order gap is 2|w(G)|. At the chosen radius this is 0.012 hartree, and a 3% reduction of r_c would bring it to zero. So close to the node, however, the two-wave estimate does not give the gap of the model. The two waves are also coupled indirectly through further plane waves, by products of larger coefficients, and here these couplings outweigh w(G₁₁₁). With many plane waves coupled by (22), the gap at the centre of the face is about 0.02 hartree at r_c = 1.1 bohr, with the two levels in the order opposite to the two-wave result, and it widens to about 0.03 hartree at r_c = 1.065 bohr instead of closing. It closes near r_c = 1.18 bohr. These values settle only with a few hundred plane waves: at r_c = 1.1 bohr the lowest 14 waves still give the two-wave order, and the second-order sum alone gives about 0.04 hartree. They rest on coefficients at longer reciprocal vectors, which the sharp core edge of the model controls, so they describe the model rather than a real metal. In this model r_c must be fixed to much better than 3% if the (111) coefficient is to be useful, and a coefficient this small cannot be read from a gap as half its size. Even then, the coefficient inherits the uncertainty of the empty-core assumption and of linear screening. The long-wavelength value tests neither choice of r_c, since it is the same for both.
